Normalising the hydrogenic radial function with the Laguerre generating function, part 1

(Sections cited here and not found follow in the second part.)

An electron moves in the field of a point nucleus of charge Z. The nucleus is fixed (infinite mass) and relativity and spin are left out. In Hartree atomic units, where lengths are in bohr and energies in hartree, the Hamiltonian is H = −½∇² − Z/r. A stationary state has the form ψ = R(r) Y_lm(θ,φ), with the spherical harmonic normalised to 1 over the sphere, so that ∫|ψ|² d³r = 1 requires

∫₀^∞ R(r)² r² dr = 1.   (1)

The function u(r) = r R(r) obeys the radial equation

−½ d²u/dr² + [l(l+1)/(2r²) − Z/r] u = E u.   (2)

R is taken real, and its free overall sign is fixed by asking R > 0 for small r. C(a,b) = a!/[b!(a−b)!] is the binomial coefficient. One integral is used throughout: ∫₀^∞ x^m e^(−λx) dx = m!/λ^(m+1) for λ > 0 and integer m ≥ 0, which follows from ∫₀^∞ e^(−λx) dx = 1/λ by differentiating m times with respect to λ. The checks mentioned in the solutions are made by the numerical check.

(a) For E < 0, remove the behaviour at small and large r from u, find the equation for what remains, and determine the allowed energies.

Solution. Put κ = √(−2E), ρ = 2κr and ν = Z/κ, and let primes mean d/dρ. Then d²/dr² = 4κ² d²/dρ², 1/r = 2κ/ρ and E = −κ²/2, so (2) reads

−2κ² u″ + [2κ² l(l+1)/ρ² − 2κZ/ρ] u = −(κ²/2) u.

Dividing by −2κ² and collecting terms on one side gives

u″ − l(l+1)u/ρ² + νu/ρ − u/4 = 0.   (3)

At large ρ the terms u″ and u/4 dominate, which suggests e^(−ρ/2). At small ρ the terms u″ and l(l+1)u/ρ² dominate, which suggests ρ^(l+1). Write u = f w with f = ρ^(l+1) e^(−ρ/2). This is a change of unknown and costs no generality. The logarithmic derivative is f′/f = (l+1)/ρ − ½, and f″/f = (f′/f)² + (f′/f)′, so

f″/f = (l+1)²/ρ² − (l+1)/ρ + ¼ − (l+1)/ρ² = l(l+1)/ρ² − (l+1)/ρ + ¼.

Since u″/f = w″ + 2(f′/f)w′ + (f″/f)w, dividing (3) by f cancels the terms l(l+1)/ρ² and ¼ and leaves w″ + [2(l+1)/ρ − 1]w′ + (ν − l − 1)w/ρ = 0. Multiply by ρ and set α = 2l+1, k = ν − l − 1:

ρw″ + (α + 1 − ρ)w′ + k w = 0.   (4)

Near ρ = 0 a trial w ∝ ρ^σ gives, at the lowest power, σ(σ−1) + (α+1)σ = 0, so σ = 0 or σ = −α. The second root means R ∝ r^(−l−1). For l ≥ 1 the integral (1) then diverges at the origin. For l = 0 it converges, but R ∝ 1/r has ∇²(1/r) = −4πδ³(r), and no other term of Hψ = Eψ can balance a delta function. Only σ = 0 is admissible, and w = Σ_j c_j ρ^j. The coefficient of ρ^j in (4) is

(j+1)j c_(j+1) + (α+1)(j+1) c_(j+1) − j c_j + k c_j = 0,

that is

c_(j+1) = c_j (j − k)/[(j+1)(j+α+1)].   (5)

The recursion fixes w up to the factor c₀. Suppose k is not a non-negative integer. Then no c_j vanishes. The ratio (j−k)/(j+α+1) tends to 1, so it exceeds ¾ for all j beyond some j₀. From j₀ on the coefficients have one sign and |c_(j+1)/c_j| > (¾)/(j+1), which is the coefficient ratio of the series of e^(3ρ/4). Hence |w| is at least a positive constant times e^(3ρ/4), less a polynomial, and u grows at least as fast as e^(ρ/4). Such a u cannot satisfy (1). Therefore k = 0, 1, 2, …, the series stops at j = k, and ν = k + l + 1 is a positive integer, called n. Then κ = Z/n and

E = −Z²/(2n²),  ρ = 2Zr/n,  k = n − l − 1,  R = N ρ^l e^(−ρ/2) w(ρ).   (6)

In the last relation the constant from u/r = 2κu/ρ has been absorbed into N. The scale of ρ depends on n, a fact needed again in part (e).

(b) The associated Laguerre polynomials in the modern convention are defined by the generating function

G_α(x,t) = Σ_(k≥0) L_k^(α)(x) t^k = (1−t)^(−α−1) exp[−xt/(1−t)],  |t| < 1.   (7)

Find their explicit form, show that they solve (4), and find the sign of N.

Solution. Differentiating the geometric series 1/(1−t) = Σ t^i a total of m times and dividing by m! gives

(1−t)^(−m−1) = Σ_(i≥0) C(i+m, i) t^i.   (8)

Expand the exponential in (7) and apply (8) with m = α + j:

G_α = Σ_j [(−x)^j/j!] t^j (1−t)^(−α−j−1) = Σ_j Σ_i [(−x)^j/j!] C(i+j+α, i) t^(i+j).

Replacing x by −|x| and t by |t| makes every term positive, and the sum is then G_α(−|x|,|t|), which is finite for |t| < 1. The double series is thus absolutely convergent and may be regrouped by k = i + j:

L_k^(α)(x) = Σ_(j=0..k) (−1)^j C(k+α, k−j) x^j/j!.   (9)

This is a polynomial of degree k, equal to the lower index. With C(k+α, k−j) = (k+α)!/[(k−j)!(α+j)!], the ratio of successive coefficients is

c_(j+1)/c_j = −[(k−j)!(α+j)! j!]/[(k−j−1)!(α+j+1)!(j+1)!] = (j−k)/[(α+j+1)(j+1)],

which is (5). So w may be taken as L_k^(α)(ρ), and

R_nl(r) = N_nl ρ^l e^(−ρ/2) L_(n−l−1)^(2l+1)(ρ).   (10)

At the origin L_k^(α)(0) = C(k+α, k) > 0, so R > 0 at small r means N_nl > 0. The program tests (9) against Taylor coefficients of (7) obtained by a numerical contour integral, and tests symbolically in r and Z that (10) solves (2) with the energy (6) for all n ≤ 5.

(c) Reduce condition (1) to a dimensionless integral. Then evaluate in closed form

I_m(s,t) = ∫₀^∞ x^m e^(−x) G_α(x,s) G_α(x,t) dx

for m = α and m = α + 1, and state when I_m may be expanded term by term.

Solution. From r = nρ/(2Z) follows r² dr = (n/2Z)³ ρ² dρ. The square of (10) supplies ρ^(2l) e^(−ρ), and ρ^(2l) ρ² = ρ^(2l+2) = ρ^(α+1). Condition (1) becomes

1 = N² (n/2Z)³ J_kk,  J_kk′ = ∫₀^∞ x^(α+1) e^(−x) L_k^(α) L_k′^(α) dx.   (11)

For comparison define the same integral with one power fewer,

H_kk′ = ∫₀^∞ x^α e^(−x) L_k^(α) L_k′^(α) dx.

Inserting the series (7) twice and integrating term by term gives I_α = Σ H_kk′ s^k t^k′ and I_(α+1) = Σ J_kk′ s^k t^k′, provided sum and integral commute. They do if the integral of the sum of absolute values is finite. For x ≥ 0 the terms of (9) alternate in sign, so |L_k^(α)(x)| ≤ L_k^(α)(−x), where all terms are positive. Therefore

Σ_k |s|^k |L_k^(α)(x)| ≤ G_α(−x,|s|) = (1−|s|)^(−α−1) exp[x|s|/(1−|s|)].

The sum of absolute values of the integrand is thus bounded by a constant times x^m exp{−x[1 − |s|/(1−|s|) − |t|/(1−|t|)]}. For |s|, |t| < ⅓ each fraction is below ½, the bracket is positive and the integral converges. This region is sufficient, and it is all that is needed: a power series in s and t that converges near the origin has unique coefficients.

Now use the closed form. The three exponentials combine into e^(−λx) with

λ = 1 + s/(1−s) + t/(1−t) = [(1−s)(1−t) + s(1−t) + t(1−s)]/[(1−s)(1−t)].

The numerator is 1 − s − t + st + s − st + t − st = 1 − st, so

λ = (1−st)/[(1−s)(1−t)],

which is positive for real |s|, |t| < 1. The basic integral gives

I_m = [(1−s)(1−t)]^(−α−1) m!/λ^(m+1) = m! [(1−s)(1−t)]^(m−α)/(1−st)^(m+1).

The two cases are

I_α = α!/(1−st)^(α+1),   (12)

I_(α+1) = (α+1)! (1−s)(1−t)/(1−st)^(α+2).   (13)

The exponent m − α counts how far the power of x exceeds α. For m = α the prefactors of the two generating functions are cancelled exactly by λ^(−α−1), and only the product st survives. One more power of x brings one more factor 1/λ, and its (1−s)(1−t) has nothing left to cancel against. The program tests (12) and (13) against quadrature and against the term-by-term double sum, for α = 1 and 3 and for s and t of both signs, and it tests the bound on the absolute sum at one value of s.

(d) Extract H_kk′ and J_kk, obtain N_nl, and identify the origin of each factor in it.

Solution. The right side of (12) depends on st alone, so it contains s^k t^k′ only for k = k′. Hence H_kk′ = 0 for k ≠ k′: the polynomials are orthogonal with the weight x^α e^(−x). By (8) with m = α the diagonal element is

h_k ≡ H_kk = α! C(k+α, k) = (k+α)!/k!.   (14)

In (13) write (1−s)(1−t) = 1 + st − s − t. By (8) with m = α + 1,

(α+1)!/(1−st)^(α+2) = Σ_i a_i (st)^i,  a_i = (α+1)! C(i+α+1, i) = (i+α+1)!/i!.

Multiplying by −s or −t produces terms in which the powers of s and t differ by one, so these do not contribute to s^k t^k. The term 1 contributes a_k. The term st shifts the index by one and contributes a_(k−1), which is absent for k = 0. Each is a multiple of h_k:

a_k = (k+α+1)!/k! = (k+α+1) h_k,

a_(k−1) = (k+α)!/(k−1)! = k (k+α)!/k! = k h_k.

The form k h_k vanishes at k = 0 and so covers that case as well. Adding,

J_kk = (2k + α + 1) h_k.   (15)

With k = n − l − 1 and α = 2l + 1 one has k + α = n + l, so h_k = (n+l)!/(n−l−1)!, and the two contributions are k + α + 1 = n + l + 1 and k = n − l − 1. In their sum l cancels:

2k + α + 1 = (n + l + 1) + (n − l − 1) = 2n.

Then J_kk = 2n (n+l)!/(n−l−1)!, and (11) with N > 0 gives

N_nl = √{ (2Z/n)³ (n−l−1)! / [2n (n+l)!] }.   (16)

The three factors of N² have separate sources. The factor (2Z/n)³ is the change of scale from r to ρ in r² dr and carries the dimension bohr^(−3). The ratio (n−l−1)!/(n+l)! is 1/h_k, the orthogonality norm of the polynomial. The factor 1/(2n) is h_k/J_kk. It is present because the integrand in (11) has ρ^(2l+2) while the orthogonality weight has ρ^(2l+1). Read as a statement about the distribution x^α e^(−x) [L_k^(α)]²/h_k, which has unit area, (15) says that its mean value of x is 2n. This distribution is not the radial probability density of the electron, which by (11) is the same distribution multiplied by x/(2n). Hence ⟨ρ⟩ in the state is the mean of x² divided by 2n, and it is larger than 2n because the variance of x is positive. Part (f) shows which expectation value 2n does fix.

Since (2Z/n)³/(2n) = 4Z³/n⁴, an equivalent form is N_nl = (2Z^(3/2)/n²) √[(n−l−1)!/(n+l)!]. In this form the 2n has merged with the scale factor and is no longer visible.

Three special cases can be checked by hand. For k = 0 (l = n − 1, no radial node) the polynomial is 1, and J₀₀ = (α+1)! = (α+1) α! directly, with α + 1 = 2n; the whole factor comes from the term 1. For 1s, N² = (2Z)³/2 = 4Z³ and R = 2Z^(3/2) e^(−Zr), whose norm is 4Z³ · 2!/(2Z)³ = 1. For any s state, L_(n−1)^(1)(0) = C(n, n−1) = n and h = n!/(n−1)! = n, so R_n0(0)² = (4Z³/n⁴) n²/n = 4Z³/n³; here the ratio [L_(n−1)^(1)(0)]²/h = n cancels the n of 2n, so the result is the scale factor (2Z/n)³ times ½.

The program tests (14) and (15) in exact rational arithmetic, integrating the product of the explicit sums power by power, for α ≤ 7 and k ≤ 5; it tests the two contributions (k+α+1)h_k and k h_k separately for k ≥ 1; and it tests (1) and the sign at small r numerically for Z = 1, 2, 3 and n ≤ 6.

(e) Find J_kk′ for k ≠ k′ and the recurrence relation it implies. J_kk′ is an overlap with the physical measure r² dr; explain why its value is compatible with the orthogonality of R_nl and R_n′l.

Solution. The terms −s and −t in (13) give −Σ a_i s^(i+1) t^i and −Σ a_i s^i t^(i+1). No other off-diagonal powers occur, so

J_(k,k+1) = J_(k+1,k) = −(k+α+1)!/k!,  J_kk′ = 0 for |k − k′| ≥ 2.   (17)

The product x L_k^(α) is a polynomial of degree k+1, and L_0^(α), …, L_(k+1)^(α) have the degrees 0, …, k+1, so x L_k = Σ_m b_m L_m for some b_m. Multiplying by x^α e^(−x) L_m and integrating gives b_m h_m = J_km. For k ≥ 1 the three non-zero coefficients are

b_(k+1) = −[(k+α+1)!/k!] (k+1)!/(k+α+1)! = −(k+1),

b_k = 2k + α + 1,

b_(k−1) = −[(k+α)!/(k−1)!] (k−1)!/(k+α−1)! = −(k+α),

so that

x L_k^(α) = −(k+1) L_(k+1)^(α) + (2k+α+1) L_k^(α) − (k+α) L_(k−1)^(α).   (18)

For k = 0 the last term is absent. The factor 2n is the diagonal coefficient of multiplication by x in the Laguerre basis. The program tests (18), J_(k,k+1), and the vanishing of J_(k,k+2) and J_(k,k+3).

In J_(k,k+1) both polynomials have the same argument x, which means the same κ. The true functions R_nl and R_(n+1)l have κ = Z/n and κ = Z/(n+1), so J_(k,k+1) is not their overlap. Both kinds of orthogonality follow from (2), written as d²u/dr² = [l(l+1)/r² − 2Z/r − 2E]u. For two solutions u₁, u₂ with the same l but parameters (Z₁, E₁) and (Z₂, E₂),

d/dr (u₁ du₂/dr − u₂ du₁/dr) = u₁ d²u₂/dr² − u₂ d²u₁/dr² = [2(Z₁ − Z₂)/r + 2(E₁ − E₂)] u₁u₂.

The bracket on the left vanishes at r = 0, where both u vanish and their derivatives are finite, and at infinity, where both decay exponentially. Integrating over r,

(Z₁ − Z₂) ∫ u₁u₂ dr/r + (E₁ − E₂) ∫ u₁u₂ dr = 0.   (19)

For one atom Z₁ = Z₂, and E₁ ≠ E₂ gives ∫u₁u₂ dr = ∫R₁R₂ r² dr = 0, the physical orthogonality. The program tests it for neighbouring n. For a common κ, the energies are equal and the charges Z = nκ differ, so (19) gives ∫u₁u₂ dr/r = 0. As u₁u₂/ρ ∝ ρ^(2l+1) e^(−ρ) L_k L_k′, this is H_kk′ = 0. The Laguerre orthogonality weight is therefore the measure r² dr multiplied by the Coulomb factor 1/r: the polynomials of a common scale, the Coulomb Sturmian functions, have the nuclear charge as their eigenvalue. This is the reason why the weight falls one power short of the measure in (1).

This part has derived the normalisation constant (16), traced its factor 2n to the extra power of ρ in the measure, and reconciled the Laguerre orthogonality with that of the radial functions. What remains is the link between 2n and ⟨1/r⟩, the constants in the old and hybrid conventions, a worked 4p example, and the assumptions behind the result.
